# Why Rigid-Body Libration Makes Crystallographic Bonds Appear Too Short

Suppose a calculation on a molecular precursor gives a bond length of 2.00 Å, and the crystal structure reports 1.98 Å. Before the density functional or the basis set is changed, one has to decide whether the two numbers describe the same quantity. A calculated bond length is a distance between nuclei in one arrangement of the molecule. A crystallographic bond length is a distance between two averaged positions. If the molecule librates, that is, if it rocks about its mean orientation, and the bond changes direction as it does so, the second is smaller than the first even when the bond never changes length. An rms angle of 8° about one axis perpendicular to the bond is enough to produce the whole difference of 0.02 Å.

## What the diffraction average keeps

Let $\mathbf r_j$ be the instantaneous position of atom $j$ in the unit cell, and $f_j$ its scattering factor. Angle brackets denote an average over time and over all cells. The amplitude of a Bragg reflection with scattering vector $\mathbf q$ (which includes the factor $2\pi$) is

$$F(\mathbf q)=\sum_j f_j\left\langle e^{i\mathbf q\cdot\mathbf r_j}\right\rangle .$$

Each average contains one atom only. The Bragg amplitudes therefore determine where each atom spends its time, but not where atom 2 is when atom 1 is at a given place. The bond length deduced from mean positions is

$$d_{\rm app}=\left|\langle\mathbf r_2\rangle-\langle\mathbf r_1\rangle\right| =\left|\langle\mathbf r_2-\mathbf r_1\rangle\right| ,$$

whereas the mean instantaneous length is $\langle|\mathbf r_2-\mathbf r_1|\rangle$. The length of an average vector cannot exceed the average length. The two differ when the bond vector changes direction, because its sideways parts then cancel in the average.

## The main contribution: motion on an arc

Take a rigid molecule with a bond of length $d$ along $x$. It turns by an angle $\varphi$ about an axis along $z$, with $\langle\varphi\rangle=0$, variance $s^2=\langle\varphi^2\rangle$ and a distribution symmetric about zero. The angle is in radians in all formulas.

An atom at distance $r$ from the axis, with mean direction $x$, is at $(r\cos\varphi,\,r\sin\varphi)$. Its mean $y$ coordinate vanishes by symmetry, and its mean $x$ coordinate is $r\langle\cos\varphi\rangle<r$. Whichever way the atom swings, it moves toward smaller $x$. The sideways displacements cancel, but the inward ones add. The mean position therefore lies inside the arc, at a place the atom itself never occupies.

For the bond, write the position of atom $j$ as $\mathbf r_j=\mathbf c+\mathbf t+R(\mathbf x_j-\mathbf c)$. Here $\mathbf x_j$ is the position without motion, $\mathbf c$ the libration centre, $\mathbf t$ a translation common to the whole molecule and $R$ the rotation. Subtraction gives

$$\mathbf r_2-\mathbf r_1=R(\mathbf x_2-\mathbf x_1).$$

Both $\mathbf c$ and $\mathbf t$ have dropped out. The bond vector is $d(\cos\varphi,\sin\varphi)$, so that

$$d_{\rm app}=d\,\langle\cos\varphi\rangle\approx d\left(1-\frac{s^2}{2}\right),\qquad \Delta\equiv d-d_{\rm app}\approx\frac{d\,s^2}{2}.$$

For the example, $s=8\pi/180=0.1396$ and $s^2=0.01950$. Hence

$$\Delta\approx\tfrac12(2.00\ \text{Å})(0.01950)=0.0195\ \text{Å}.$$

The 8° is an rms angle. If it were the amplitude of a sinusoidal swing, the variance, and with it the leading shortening, would be half as large.

## The shape of the angular distribution

The next term of the cosine series shows how much the shape matters:

$$\langle\cos\varphi\rangle=1-\frac{s^2}{2}+\frac{\langle\varphi^4\rangle}{24}-\dots$$

A harmonic libration in thermal equilibrium has a Gaussian distribution. Its average can be found in closed form by completing the square:

$$i\varphi-\frac{\varphi^2}{2s^2}=-\frac{(\varphi-is^2)^2}{2s^2}-\frac{s^2}{2}.$$

The shifted Gaussian has the same integral as the original one, so $\langle e^{i\varphi}\rangle=e^{-s^2/2}$. This is real, and hence equals $\langle\cos\varphi\rangle$. For 8° it is 0.9903, giving $d_{\rm app}=1.9806$ Å and $\Delta=0.0194$ Å, or 1.94 pm. The difference from the leading formula is about $10^{-4}$ Å.

With the same variance, a uniform distribution of angles gives 0.01944 Å, and a molecule that is always at either $+8°$ or $-8°$ gives 0.01946 Å. For these three shapes the variance alone settles the distance between mean positions to about $10^{-4}$ Å. A position obtained by fitting a Gaussian density, treated below, also depends on the fourth moment of the angle.

## The direction of the axis and a second axis

For small rotations about any axis, let the vector $\boldsymbol\varphi$ point along the axis with a length equal to the angle. To second order,

$$R\mathbf d=\mathbf d+\boldsymbol\varphi\times\mathbf d+\tfrac12\,\boldsymbol\varphi\times(\boldsymbol\varphi\times\mathbf d).$$

The linear term averages to zero. The double product is $\boldsymbol\varphi(\boldsymbol\varphi\cdot\mathbf d)-\varphi^2\mathbf d$. With the libration tensor $L_{ab}=\langle\varphi_a\varphi_b\rangle$, the mean bond vector is

$$\langle\mathbf d\rangle=\mathbf d+\tfrac12\left(L-\operatorname{tr}L\right)\mathbf d .$$

Let $\mathbf n=\mathbf d/d$. A small change of a vector alters its length, to first order, by the component of the change along $\mathbf n$. Therefore

$$\Delta=\frac d2\left(\operatorname{tr}L-\mathbf n\cdot L\mathbf n\right).$$

The bracket is the sum of the variances about the two axes perpendicular to the bond. To this order, rotation about the bond itself contributes nothing. If both perpendicular axes have an rms angle of 8°, the shortening doubles: a numerical average over three-dimensional rotations gives 0.0387 Å. Among the effects weighed here, this is the largest change to the one-axis answer.

## Reading the libration from displacement parameters

The motion that pulls the mean position inward also widens the atom's density along the arc. To leading order the tangential variance from libration is

$$\langle y^2\rangle=r^2\langle\sin^2\varphi\rangle\approx r^2s^2 .$$

The inward shift of the atom is $rs^2/2$, which is this variance divided by $2r$. Measured displacement parameters can thus supply the correction to a distance between mean positions, provided that the libration centre is known and other motion is subtracted first. If the other motion is isotropic, subtracting the radial variance removes it.

Take two equal atoms librating about the midpoint of the bond, so that $r=1.00$ Å for each. The Gaussian average gives a tangential variance of 0.01912 Å$^2$ and a radial variance of 0.00019 Å$^2$. The mean distance from the centre is 0.9903 Å. The estimated shortening, summed over both atoms, is

$$2\times\frac{0.01912-0.00019}{2\times0.9903}\ \text{Å}=0.0191\ \text{Å},$$

which is 1.5% below the full value of 0.0194 Å.

The estimate depends on an assumption that the Bragg data cannot supply. Let atom 1 be at $(a\cos\varphi,a\sin\varphi)$, with $a=d/2$. In rigid rotation atom 2 is at $(-a\cos\varphi,-a\sin\varphi)$. Now let atom 2 swing the opposite way about the centre, to $(-a\cos\varphi,+a\sin\varphi)$. Because $\varphi$ and $-\varphi$ are equally likely, each atom has the same density as before, and all Bragg amplitudes are unchanged. The instantaneous distance, however, is now $2a\cos\varphi$ instead of $2a$. Its mean is 1.9806 Å, equal to the apparent length, and no correction is due.

In the second motion both atoms move to the same side together, so it is nearly a sideways translation. For an isolated pair of equal atoms, a large sideways variance may come from libration or from anisotropic translation, and the variances alone do not say which. In a larger rigid molecule the libration part grows as $r^2$ while the translation part is common to all atoms, which helps to separate them.

## The contribution of the refinement model

So far the reported position has been taken to be the mean position. A standard refinement instead fits a Gaussian density to each atom. The true density is bent along the arc, and its crest lies further from the libration centre than its mean. The fitted position is a compromise, and its size can be derived.

Let $\delta x=r\cos\varphi-r\langle\cos\varphi\rangle\approx-\frac r2(\varphi^2-s^2)$ and $y\approx r\varphi$. For a Gaussian angle $\langle\varphi^4\rangle=3s^4$, and the lowest measure of the bend is

$$\langle\delta x\,y^2\rangle=-\frac{r^3}{2}\left(3s^4-s^4\right)=-r^3s^4 .$$

The third-order term in the logarithm of $\langle e^{i\mathbf q\cdot\mathbf u}\rangle$, where $\mathbf u$ is the displacement from the mean, is $(i^3/6)\langle(\mathbf q\cdot\mathbf u)^3\rangle$. The cube contains $3q_xq_y^2\,\delta x\,y^2$. The averages of $y^3$ and $\delta x^2y$ vanish by symmetry, and that of $\delta x^3$ is of order $s^6$. The bend thus adds the phase

$$-\frac16\cdot3\,q_xq_y^2\left(-r^3s^4\right)=+\tfrac12r^3s^4\,q_xq_y^2 .$$

A Gaussian model has no such term, but an outward shift $\epsilon$ of its position produces a phase $q_x\epsilon$, which can imitate it. Changes in the Gaussian widths affect the modulus and not the phase, so to this order they do not interfere. Least squares with equal weights for all complex amplitudes minimizes the integral of $|F|^2\left(q_x\epsilon-\frac12r^3s^4q_xq_y^2\right)^2$. Setting the derivative with respect to $\epsilon$ to zero gives

$$\epsilon=\frac{r^3s^4}{2}\,\frac{\int|F|^2q_x^2q_y^2\,d^3q}{\int|F|^2q_x^2\,d^3q}.$$

Two limits are useful.

**High resolution.** Let the scattering length be constant, as for neutrons, and let other motion have an isotropic variance $U_0$. Then $|F|^2$ falls off along $q_y$ as $e^{-q_y^2U_t}$, with $U_t=r^2s^2+U_0$. If the data extend beyond this fall-off, the ratio of integrals is the mean of $q_y^2$, namely $1/(2U_t)$. Relative to the inward shift $rs^2/2$, the fraction recovered is

$$\frac{\epsilon}{rs^2/2}=\frac{r^2s^2}{2U_t}.$$

**Low resolution.** If the data stop at a radius $Q$ so small that $|F|^2$ is nearly constant, the ratio is that for a uniform sphere. The angular averages of $q_x^2q_y^2$ and $q_x^2$ are $q^4/15$ and $q^2/3$. The radial integrals, with volume element $q^2dq$, are $Q^7/7$ and $Q^5/5$. The ratio is $\frac15\cdot\frac{5Q^2}{7}=Q^2/7$, and the recovered fraction is $r^2s^2Q^2/7$. For one atom with known phases it tends to zero with $Q$, and the fit returns the mean position. When both atoms of the bond are fitted together, position and width interfere at small $Q$ and a residue below 1% of the shift remains in the example below.

The derivation needs $q_xrs^2\ll1$ for the reflections that count. Since $q_x$ reaches about $1/\sqrt{U_0}$, this means $rs^2\ll\sqrt{U_0}$. It fails if libration is nearly the only motion.

Take $U_0=0.03$ Å$^2$ and the libration centre at mid-bond, $r=1.00$ Å. The high-resolution formula gives $0.0195/(2\times0.0495)=0.197$. For comparison, the amplitude of an atom on the arc was computed by quadrature, and a Gaussian was fitted to the complex amplitudes by least squares, with the width along the libration axis held at its true value. With all $q$ up to 12 Å$^{-1}$ the recovered fraction is 0.179. This limit does not yet lie beyond the fall-off: the fraction is 0.195 with data to 20 Å$^{-1}$, close to the formula, and 0.11 with data to 7.5 Å$^{-1}$ ($\sin\theta/\lambda\approx0.6$ Å$^{-1}$). With a limit of 2 Å$^{-1}$ it is 0.011, in agreement with $0.0195\times4/7$. The refined shortening with data to 12 Å$^{-1}$ is therefore

$$0.0194\,(1-0.179)\ \text{Å}=0.0159\ \text{Å}.$$

If the centre lies on one atom, the other moves on an arc of radius 2.00 Å. The formula then gives 0.361 and the fit to 12 Å$^{-1}$ gives 0.354, which leaves a shortening of 0.0125 Å. The fitted fraction is 0.29 with data to 7.5 Å$^{-1}$ and 0.363 with data to 20 Å$^{-1}$. The distance between mean positions does not depend on the libration centre, but the distance between fitted Gaussians does, because a longer arc gives a more strongly bent density.

For X-rays, the electron cloud adds its own width to the fall-off of $|F|^2$. In a Gaussian description of the cloud this enlarges the denominator $U_t$ and reduces the recovered fraction. The refined shortening then moves back toward 0.0194 Å.

## Temperature, quantum motion and the softness of the well

The angle has been an input. For a harmonic libration with moment of inertia $I$ and angular frequency $\omega$, half the mean energy is potential: $\frac12I\omega^2s^2=\frac12E$. With the oscillator energy $E=\frac12\hbar\omega\coth(\hbar\omega/2kT)$,

$$s^2=\frac{\hbar}{2I\omega}\coth\frac{\hbar\omega}{2kT}\;\longrightarrow\;\frac{kT}{I\omega^2}\quad(kT\gg\hbar\omega).$$

In the classical limit, at fixed $\omega$, the leading shortening $ds^2/2$ is proportional to temperature.

Let each atom have a mass of 79.9 u, that of bromine, and let $T=250$ K. The moment of inertia is $\frac12(79.9)(2.00)^2=160$ u Å$^2$. Solving the equation numerically for an rms angle of 8° gives a libration wavenumber of 43.5 cm$^{-1}$, for which $\hbar\omega/kT=0.25$. The classical formula at this frequency gives 7.98°, so quantum motion is a minor correction here. At zero temperature the hyperbolic cotangent becomes 1, and $s^2$ falls by the factor $\tanh(0.125)=0.124$. With $\omega$ held fixed, about 0.0024 Å of the shortening would remain.

An orientational well is periodic, so it cannot stay harmonic at large angles. A simple example that softens is a twofold well with the same curvature at its minimum:

$$V=\frac{I\omega^2}{4}(1-\cos2\varphi)=\frac{I\omega^2}{2}\varphi^2-\frac{I\omega^2}{6}\varphi^4+\dots$$

To first order in the quartic term, the classical variance rises by

$$\frac{I\omega^2}{6kT}\left(\langle\varphi^6\rangle-\langle\varphi^2\rangle\langle\varphi^4\rangle\right)=\frac{15s^6-3s^6}{6s^2}=2s^4,$$

where $I\omega^2/kT=1/s^2$ was used. Relative to $s^2$ this is $2s^2$, or 4%. Diagonalizing the librational Hamiltonian on a grid of angles gives an rms angle of 8.17° and a shortening of 0.0202 Å. This change applies when the frequency is the input. If the rms angle itself is known to be 8°, the softening is already included. The barrier of the well is $I\omega^2/2$, about 26 $kT$, so thermal passage over it carries a Boltzmann factor of order $e^{-26}$.

## Real stretching of the bond

Rotation can also pull the atoms apart. This changes the actual bond length, and it has the opposite sign. For a harmonic bond of force constant $k_b$, one libration angle and an orientational well that depends on the angle alone, integrating the classical Boltzmann factor over the momenta leaves a weight proportional to the length $d+\eta$, where $\eta$ is the extension. Using $\langle\eta\rangle_0=0$ and $\langle\eta^2\rangle_0=kT/k_b$ for the harmonic bond alone,

$$\langle\eta\rangle=\frac{\langle\eta(d+\eta)\rangle_0}{\langle d+\eta\rangle_0}=\frac{kT}{k_bd}.$$

With a rough $k_b=250$ N/m this is 0.0007 Å. If the well instead restrains the sideways displacement of the atoms, the angular width shrinks in inverse proportion to the length, which cancels this weight, and the extension nearly vanishes. Either way it matters little beside the apparent shortening. Anharmonic stretching, which also separates a thermal mean length from a calculated equilibrium length, is not included in this estimate. It is larger: a Morse model of the free bromine molecule puts the mean length about 0.004 Å above the equilibrium length at 250 K and about 0.003 Å above it at zero temperature.

## Weighing the contributions

The entries below refer to the 2.00 Å bond. Positive values increase the amount by which the crystallographic length falls below the calculated one, which is 0.0195 Å in the leading formula.

| Contribution | Change (Å) |
|---|---:|
| Higher terms of the cosine | −0.0001 |
| Equal second perpendicular axis | +0.019 |
| Gaussian fit to 12 Å$^{-1}$, centre at mid-bond | −0.0035 |
| Gaussian fit to 12 Å$^{-1}$, centre at one end | −0.0069 |
| Softer well at fixed frequency | +0.0008 |
| Centrifugal stretching, one axis | −0.0007 |

Among the tabulated entries, the number of active axes matters most, followed by the way in which the position was refined. Anharmonic stretching, left out of the table, would enter at about −0.004 Å for a bond like that of bromine, the same size as the fit entries. For the constant scattering length and equal amplitude weights assumed above, adding the full 0.0194 Å to a bond length from a high-resolution Gaussian fit would overcorrect by the amounts in the third and fourth rows. Other weights and other resolution limits change these amounts. A fit to the squared moduli with equal weights, for example, favours the strong reflections at small $q$ and recovers a smaller fraction of the shift.

The atomic mass used above is that of bromine, which forms a molecular crystal with a bond of roughly 2.3 Å that melts not far above 250 K. The 8° is a chosen value, not a measurement on bromine. At the longer bond length the same angle would give $2.3\times0.0097=0.022$ Å. The assumption most clearly broken by a real linear molecule is that of a single axis: there are two perpendicular ones, and equal motion about both would raise this to about 0.045 Å. The same reasoning applies to a ligand or a whole precursor molecule in a crystal, as long as the bond in question belongs to a part that moves rigidly.

For the decision at the start, a calculated length of 2.00 Å and a crystallographic length of 1.98 Å are compatible if the displacement parameters support a libration of this size. The discrepancy is then no evidence against the electronic-structure method. If the libration is thermally excited, and the crystal is cooled with little change in the libration frequency, the reported bond should lengthen toward the calculated one. A discrepancy that stays the same does not come from thermal libration. It may still come from the zero-point libration of a light group, which hardly depends on temperature as long as $\hbar\omega$ is several times $kT$, or from static disorder in the orientation, which enters the same average over cells. If neither is present, it needs another explanation.
